Choosing the singular-value cutoff when fitting layered thermal parameters

A least-squares fit can reproduce every measured phase of a heated film stack and still return a meaningless film conductivity. In the example below, one stack has a film conductivity of 1.30 W/(m K). Another has 1.04 W/(m K), with interface conductances raised by 34 and 41 percent and small readjustments of the film heat capacity and the substrate conductivity. Their phases agree to the printed precision of 0.0001 degree, while the assumed noise is 0.2 degree. These data cannot tell the two apart, yet a solver whose singular-value cutoff is set by numerical precision treats their difference as measurable.

The setting discussed here is that cutoff, or its smooth counterpart, the strength of a restraint towards prior values. Electronic-structure programs can need the same choice when they fit parameters to computed data, for instance atomic charges to an electrostatic potential. The analysis of the setting is general; the thermal model shows what it does.

**What the fit compares**

A pump laser, modulated at angular frequency ω, heats a platinum film. Below it lie an insulating film and a thick crystal. A probe laser reads the phase of the surface temperature. I assume Fourier conduction, linear response and absorption at the surface. Fields vary as exp(iωt). The heat equation contains no ħ, so the algebra has the same form in atomic units; the numbers are in engineering units.

Let h be a layer's thickness, C its heat capacity per volume, and k_z and k_r its conductivities across and along the layer:

C ∂T/∂t = k_z ∂²T/∂z² + k_r ∇_r²T.

A Hankel transform in the plane replaces ∇_r² by −κ², and ∂/∂t becomes iω. Hence

∂²T/∂z² = q²T, q² = (k_r κ² + iωC)/k_z.

The downward flux is F = −k_z ∂T/∂z. In the substrate only exp(−qz) remains finite, so T/F = 1/Σ, with Σ = k_z q. An interface of conductance G adds a temperature drop F/G, so it changes Z = T/F into Z + 1/G.

For a finite layer with surface values T₀ and F₀,

T(z) = T₀ cosh(qz) − (F₀/Σ) sinh(qz)
F(z) = F₀ cosh(qz) − ΣT₀ sinh(qz).

At z = h, T = ZF, where Z describes everything below. Collecting T₀ and F₀ and dividing by cosh(qh) gives the impedance at the top:

Z' = (Z + y/Σ)/D, D = 1 + ΣZy, y = tanh(qh).

Both laser spots have intensity (2/πw²) exp(−2r²/w²) per unit power. Each has the transform exp(−κ²w²/8). Heating supplies one such factor and probe averaging the other, so

H = (1/2π) ∫₀^∞ κ Z(κ) exp(−κ²w²/4) dκ, φ = Im ln H.

For κ = 1/w and 2 MHz, the recursion agrees with a finite-volume solution to a relative 3.2×10⁻⁷.

**The derivatives**

The fitted variables are θ_i = ln p_i, where p_i are positive parameters. A small change in θ_i is therefore a relative change in p_i. Since ln H = ln|H| + iφ,

∂φ/∂θ_i = Im[(∂H/∂θ_i)/H].

The quotient rule applied to the layer formula gives

∂Z'/∂Z = [D − (Z + y/Σ)Σy]/D² = (1 − y²)/D²
∂Z'/∂y = [D/Σ − (Z + y/Σ)ΣZ]/D² = (1/Σ − ΣZ²)/D²
∂Z'/∂ln Σ = −y(1/Σ + 2Zy + ΣZ²)/D².

The remaining links are dy = (1 − y²) d(qh), d ln Σ = d ln k_z + d ln q, and

2 d ln q = a d ln k_r + (1 − a) d ln C − d ln k_z, a = k_r κ²/(k_z q²).

The largest difference from a finite-difference Jacobian is 7.8×10⁻¹⁰ rad.

**What the setting does**

Let the phases carry independent errors of standard deviation σ. Define r = (φ_data − φ)/σ and J = σ⁻¹∂φ/∂θ. Suppose each logarithm also has a prior value θ₀ with width τ. The fit minimizes

|r|² + |θ − θ₀|²/τ².

For a step δ, r becomes r − Jδ to first order. Setting the derivative with respect to δ to zero gives

Aδ = Jᵀr + (θ₀ − θ)/τ², A = JᵀJ + I/τ².

Write J = USVᵀ, with singular values s_m and vectors v_m. Along v_m the equation separates. Near the true parameters r consists of unit noise ε, and θ₀ differs from the truth by τη, where η also has unit variance. The error along v_m is then

e_m = (s_m ε_m + η_m/τ)/(s_m² + 1/τ²).

Because ε and η are independent, the numerator has variance s_m² + 1/τ². Therefore

std(e_m) = (s_m² + 1/τ²)^(−1/2),
ρ_m = std(e_m)/τ = (1 + τ²s_m²)^(−1/2).

For τs_m ≫ 1 the data determine the combination, with error 1/s_m. For τs_m ≪ 1, ρ_m is nearly one and the fit returns the prior. The crossover is s = 1/τ, where data and prior carry equal weight. This supplies a cutoff with a meaning: discard s_m < 1/τ if a hard cutoff must be used.

A discarded combination still has error τ. An error bar computed from the retained vectors alone gives it no error, which confuses a decision not to move with a measurement.

Solver damping is a different setting. It replaces A by A + λ diag(A) during a step. At the minimum the right-hand side vanishes, so δ = 0 for any λ > 0. Damping can change the path, and which local minimum is reached, but not the condition for a minimum. The prior changes that condition.

Singular vectors also depend on the units of the variables. If the prior widths are unequal, put θ_i = τ_i ξ_i and decompose J diag(τ_i). The new variables have unit width and the crossover is at s = 1. Without this scaling, a small singular value may only reflect a choice of units.

**Exact blindness and practical blindness**

Thirteen parameters describe the stack: h, k_z, k_r and C for two layers, two G, substrate k and C, and w. Phase data leave them four independent exact scalings.

In either finite layer, replace (h, k_z, k_r, C) by (bh, bk_z, k_r/b, C/b). Then q becomes q/b, so qh and k_z q are unchanged. This gives two scalings, one per layer.

Multiplying all k, C and G by b leaves every q unchanged and turns Z into Z/b. The phase does not change. This is the third.

For the fourth, replace w by bw, layer k_r by b²k_r, substrate k by bk and substrate C by C/b. Evaluate the new impedance at κ/b. In the layers k_r κ² is unchanged. In the substrate,

Σ² = bk(bkκ²/b² + iωC/b) = k(kκ² + iωC).

Thus Z is unchanged, and the substitution κ → κ/b in the integral gives H/b². The phase is again unchanged.

The phase Jacobian therefore has rank at most 13 − 4 = 9. For a second stack, with a thicker anisotropic film, a less conducting substrate, a smaller spot and a wider frequency band, the ninth singular value is 7.6×10⁻⁵ rad and the tenth 1.2×10⁻¹⁵ rad. The first is a small response; the second is rounding error.

A zero singular value at one point does not prove an invariance. For the single datum y = θ³, the derivative vanishes at θ = 0, yet different θ give different y. If the rank is constant in a neighbourhood, the constant-rank theorem does supply curves of equal data whose tangents are the null vectors.

Fixing parameters can remove exact scalings. In the example, fixed h in both layers excludes the first two, fixed w excludes the fourth, and fixed platinum C then excludes the third. What remains is practical blindness.

**Why a thin film reveals a sum**

Let c = (k_r κ² + iωC)h for the insulating film, R_f = h/k_z, and B = 1/G₂ + Z₃, where Z₃ is the substrate impedance. With x = qh,

x² = cR_f, Σx = c, x/Σ = R_f.

Since tanh x = x − x³/3 + …,

Σy = c + O(c²), y/Σ = R_f − cR_f²/3 + O(c²).

Insert these in the layer formula and expand its denominator:

Z' = (B + R_f − cR_f²/3)(1 − cB) + O(c²)
= B + R_f − c(B² + BR_f + R_f²/3) + O(c²).

Adding the upper interface gives

Z = R + Z₃ − c(B² + BR_f + R_f²/3) + O(c²),
R = 1/G₁ + R_f + 1/G₂.

At zeroth order the three resistances enter through R alone. The transducer above does not alter this, because it sees the lower stack only through Z. Three parameters then have two independent changes that leave R fixed, and the response to those changes starts at order c. Two singular values must therefore vanish at least as fast as c.

With film C and k_r reduced tenfold together, the error of the expansion falls by a factor of 99.9, as a second-order error should. Far inside the small-c regime, another tenfold reduction lowers the two weak singular values by factors of 10.000 and 10.003.

The expansion requires |c|R_f and |c|B to be small. A thicker film or a higher frequency leaves this regime and can help to separate the resistances, provided that the transducer does not hide the added response. A series of thin films offers another route: R = (1/G₁ + 1/G₂) + h/k is a straight line in h. Its slope gives k if k and both interfaces are the same in all samples. At this order the intercept still does not separate G₁ from G₂.

**A platinum-coated insulating film**

The platinum is 80 nm thick. With four atoms per cubic cell of edge a = 3.92 Å, the Dulong–Petit law gives C = 12k_B/a³ = 2.75 MJ/(m³ K). The Wiedemann–Franz law, with a rough film resistivity of 16 µΩ cm at 300 K, gives

k = (π²/3)(k_B/e)² × 300 K/(16 µΩ cm) = 45.8 W/(m K).

The insulator is 20 nm thick, with k = 1.30 W/(m K) and C = 1.6 MJ/(m³ K). The interface conductances are G₁ = 100 and G₂ = 200 MW/(m² K). The substrate has k = 140 W/(m K) and C = 1.6 MJ/(m³ K), and w = 3 µm. In m² K/GW,

R = 10.00 + 20/1.30 + 5.00 = 30.38.

At 20 MHz and κ = 0, |c|R_f = ωChR_f is about 0.06, so the film is thermally thin.

Thirty synthetic phases from 0.05 to 20 MHz carry 0.2 degree noise. Film k and C, both G and substrate k are fitted, with τ = 0.3 and deliberately displaced prior values. The singular values at the fit are

149, 90, 1.2, 0.039, 0.00043.

The cutoff 1/τ is 3.3, so two combinations are determined. Relative to the largest singular value this cutoff is 3.3/149 = 0.022. A relative cutoff of 10⁻⁶ would keep all five, because the smallest ratio is 2.9×10⁻⁶. The linear error of the last combination of logarithms would then be 1/0.00043, or more than 2000. That number lies far outside the linear regime; it means that the data give no useful local bound.

The first two vectors mix substrate k with the three resistance parameters. At the fit, the film, upper interface and lower interface contribute shares 0.41, 0.47 and 0.12 of R. The corresponding vector components, divided by their sum, are 0.43, 0.44 and 0.13 in the first vector and 0.42, 0.46 and 0.13 in the second, so both follow nearly the proportions of R. Together the two vectors measure essentially R and substrate k. The match is not exact, and the small remainder lies along the weak vectors, whose errors are close to τ. These supply about two thirds of the variance of ln R and more than half of that of the logarithm of substrate k, so both error bars depend on the prior width. With τ = 1 the linear error of R would be about 2.5 percent.

The fit gives R = 30.8 m² K/GW, which is 1.4 percent above the true value, with a linear error of 1.1 percent; this offset comes mainly from the displaced prior. Substrate k is 136 W/(m K), low by 2.8 percent, or about 2.2 of its linear errors; the noise sample and the displaced prior both contribute. Film k is 1.59 W/(m K), 22 percent too high, with a logarithmic error of 0.22. Film C is 1.62 MJ/(m³ K), close to the truth, but its error of 0.28 is almost the prior width. That agreement is not a measurement.

The χ² of 18.8 for thirty phases shows no misfit. It cannot warn about a change that leaves the phases alone. The pair of stacks in the opening makes the point. The second has R = 30.27 m² K/GW, only 0.4 percent below the first, although the upper interface, film and lower interface now contribute about 7.5, 19.2 and 3.5. Film C and substrate k are readjusted by −1.5 and +0.2 percent, and the χ² between the two sets of phases is 2×10⁻⁷.

**Why a singular vector must not be followed too far**

A singular vector is a tangent, whereas R is a sum and not a product of powers. Let f_i be the shares of R and x_i the changes in the logarithms of the three resistances. Expanding ln Σf_i exp(x_i), with Σf_i = 1, gives

Δln R = Σf_i x_i + ½[Σf_i x_i² − (Σf_i x_i)²] + ….

If R is fixed, Σf_i x_i is about −½Σf_i x_i². For changes of 0.3 this is −0.045, much larger than the linear error 1/149 = 0.007 of the strongest vector. Moving along the curved surface of constant R thus looks like an error in a frozen strong combination.

Repeated fits show this. When noise and prior width are both made very small, the spreads along all five vectors agree with the linear formula within 5 percent. At the stated noise and prior width, the spreads of the two strong combinations are 3.6 and 2.8 times the linear values. The spread of ln R itself is 0.0129, against a linear 0.0135. The quantity to report is therefore R, not the fitted product of powers.

A finite exchange shows the same curvature. Raise 1/G₁ from 10 to 15 m² K/GW and lower the film resistance to compensate, with all other parameters fixed. Following the tangent gives R = 31.8 and a misfit norm of 6.1 noise units. Holding R at 30.38 reduces the misfit to 3.0. It is not zero, because film heat storage still distinguishes the positions of the resistances when nothing else is readjusted.

**Errors that the singular values do not show**

Suppose a fixed logarithm is wrong by δc, and let J_c be its weighted sensitivity. With noise-free data and the prior at the truth, the residual starts as −J_c δc. The step equation gives

δθ = −A⁻¹JᵀJ_c δc.

For the platinum layer a simple limit gives the size. If the layer is thermally thin, its own resistance h/k is small compared with |Z|, and in-plane flow is neglected, the layer formula becomes Z' = Z/(1 + iωChZ). If R dominates Z, the phase is −arctan(ωChR), which fixes only the product ChR. In the example this limit is approached only at the top of the band: at κ = 1/w, |Z₃| is about 0.7R at low frequency and 0.2R at 20 MHz. As a rough estimate, an assumed thickness 3 percent too large should then lower R by about 3 percent. The full fit gives −3.1 percent, more than twice the linear error of 1.35 percent that noise and prior together produce at the true parameters. The same relative error in w changes R by only 0.05 percent, but it is not harmless: it raises the fitted substrate k by more than 3 percent, over twice the linear error of that parameter.

**How this compares with a real sample**

The parameters are rough typical values for a metal-coated amorphous insulator on a crystalline semiconductor. Real samples break the assumption that the platinum layer is perfectly known. The Debye correction to Dulong–Petit lowers the lattice heat capacity by about 3.2 percent, which by itself would shift R by about −3.7 percent if ignored. The electronic heat capacity, also omitted here, acts the other way and is the larger of the two at room temperature, so the net shift of R is positive. A measured heat capacity should be used for a real film. Absorption over a rough depth of 12 nm, instead of at the surface, changes the phase by up to 0.39 degree and R by +1.7 percent. Electron–lattice nonequilibrium has a resistance scale near 2 percent of R. Air loss changes the phase by at most 0.02 degree. At 5 mW absorbed power the steady temperature rise of the surface, averaged over the probe spot, is 8.6 K; at the centre of the spot it is higher. The substrate warms by less, because part of this drop lies across the film and its interfaces. If substrate k varies roughly as T^(−1.3), its change therefore stays below about 4 percent. In the substrate, a single-path estimate of the phonon mean free path is 44 nm, against a shortest heat depth of 1180 nm. This average alone does not establish Fourier conduction, because phonons with much longer paths carry part of the heat and can violate it.

**Using the setting**

Scale each variable by its prior width before the decomposition, and place the cutoff where data and prior have equal weight. Prefer the smooth prior when error bars are needed, since it keeps the uncertainty of the weak combinations. Quote a parameter as measured only if its final error is well below its prior width. For a thermally thin film, quote R together with the prior width on which its error depends, and add the errors from fixed inputs separately. For a weak direction, move a finite distance, refit the remaining parameters and inspect the change in χ²; the local singular value alone does not describe a curved valley. The numerical output below lists the full vectors and errors.

Values computed for the example and the checks

```
Pt: h 80 nm, k 45.81 W/(m K), C 2.750 MJ/(m3 K)
Pt inputs: a 3.92 angstrom, resistivity 16 uohm cm, T 300 K
film h 20 nm; substrate C 1.6 MJ/(m3 K); spot w 3 um
30 frequencies, 0.05 to 20 MHz; noise 0.2 deg
prior width of each fitted logarithm: 0.3
phase at 0.050 MHz: -1.67 deg
phase at 0.395 MHz: -4.91 deg
phase at 3.115 MHz: -15.49 deg
phase at 20.000 MHz: -45.52 deg
relative errors: grid 3.2e-07, Green 6.7e-15
largest Jacobian difference: 7.8e-10 rad
largest exact-invariance phase change: 3.9e-16 rad
generic singular values 9, 10: 7.62e-05, 1.24e-15 rad
film expansion error ratio, storage / 10: 99.86
split singular-value ratios, storage / 10: 10.000, 10.003
k2: true 1.300, prior 1.690, fit 1.585 W/(m K)
C2: true 1.600, prior 1.440, fit 1.623 MJ/(m3 K)
G1: true 100.000, prior 70.000, fit 68.970 MW/(m2 K)
G2: true 200.000, prior 280.000, fit 270.332 MW/(m2 K)
k3: true 140.000, prior 154.000, fit 136.118 W/(m K)
log errors k2 C2 G1 G2 k3: 0.223 0.284 0.208 0.293 0.013
data chi-square: 18.80
s; posterior/prior width; vector k2 C2 G1 G2 k3 at fit:
149; 0.0224; +0.413 -0.045 +0.423 +0.130 +0.795
90.07; 0.0370; -0.525 +0.007 -0.576 -0.158 +0.606
1.207; 0.9403; -0.167 +0.937 +0.250 -0.175 +0.036
0.0385; 0.9999; -0.486 -0.346 +0.593 -0.540 +0.005
0.0004253; 1.0000; -0.538 -0.020 +0.273 +0.797 +0.002
total R: true 30.38, fit 30.82 m2 K/GW
total R linear error at fit: 1.11 percent
small-error spread/linear: 1.032 0.982 0.975 1.041 0.980
full-error spread/linear: 3.603 2.823 0.992 0.971 0.964
ln R full spread 0.0129, linear 0.0135
weak displacement 0.5: chi-square 2.02e-07, max phase change 0.0000 deg
twin/true k2 C2 G1 G2 k3: 0.800 0.985 1.336 1.412 1.002
twin/true total R: 0.9962
1/G1 up by half, misfit norm: straight 6.088, fixed R 2.997
R bias: Pt thickness +3% -3.12%, spot +3% +0.05%
Debye C deficit 3.2%, R bias -3.75%
buried absorption (12 nm): max shift 0.388 deg, R bias +1.75%
air loss: max phase shift 0.0198 deg
steady rise at 5 mW: 8.60 K; k3 change at most about 3.7%
gray phonon path 44 nm; shortest heat depth 1180 nm
electron-lattice R scale: 0.63 m2 K/GW, 2.1% of total R
```
